# Threshold shift from fixed positive charge at the channel interface

## Problem

A planar field-effect transistor has a metal gate, an insulator with an equivalent oxide thickness of 1 nm, and a p-type semiconductor body in which the gate induces an electron channel. During processing, $10^{12}$ fixed positive elementary charges per square centimetre are left at the boundary between insulator and channel. Treat them first as a uniform sheet.

(a) Derive the change of threshold voltage caused by the sheet, and show that it is about $-46$ mV. State what must be held fixed for the result to be independent of the doping.

(b) What does the same sheet do to a p-channel device?

(c) The insulator is replaced by two layers. The layer next to the gate is 20 Å thick with relative permittivity 15.6, and the layer next to the channel is 5 Å thick with relative permittivity 3.9. Find the shift when the sheet lies at the channel, and when it lies between the two layers.

(d) Suppose the gate voltage is not readjusted after the sheet is added. Does the surface potential of the body rise by the full 46 mV?

(e) The charges are in fact discrete. What does the uniform-sheet result then mean, and when is it a poor guide?

## Conventions and assumptions

The algebra is in atomic units: the elementary charge is 1 and $4\pi\varepsilon_0=1$. Gauss's law in a medium of relative permittivity $\varepsilon$ then reads $\nabla\cdot(\varepsilon\mathbf F)=4\pi\rho$, where $\mathbf F$ is the electric field and $\rho$ the charge density apart from dielectric polarization. Numbers are in eV and Å. A voltage is quoted as the energy of one positive elementary charge at that voltage, so 1 eV corresponds to 1 V.

The coordinate $x$ runs from the gate into the body. The potential $\phi(x)$ is zero deep in the body, the field is $F=-d\phi/dx$, and $D=\varepsilon F$. The surface potential $\psi$ is the value of $\phi$ where the body meets the insulator.

The device is wide and long enough for a one-dimensional treatment, and the drain voltage is small, so that the channel is close to equilibrium with the body. The gate is an ideal metal. The insulator is linear and carries no current. The sheet changes neither the work functions nor the doping.

Threshold needs a definition. Here it is the gate voltage at which the electron density of the inversion layer, per unit area, reaches a chosen value. The same value is used with and without the fixed charge.

The equivalent oxide thickness $t$ of a stack with thicknesses $t_i$ and permittivities $\varepsilon_i$ is defined by

$$\frac{t}{3.9}=\sum_i\frac{t_i}{\varepsilon_i}. \tag{1}$$

The number 3.9 is the reference permittivity of this convention. The thickness $t$ describes the insulator alone. An electrical thickness deduced from a measured capacitance may also contain a contribution from the carriers in the body or gate, which would have to be removed first.

## Solution

### (a) The shift for charge at the channel

**The body is in the same state at threshold.** For classical carriers at temperature $T$, in energy units, the charge density in a uniformly doped p-type body is

$$\rho(\phi)=p_0\left(e^{-\phi/T}-1\right)-n_0\left(e^{\phi/T}-1\right),$$

where $p_0$ and $n_0$ are the hole and electron densities deep in the body. The dopant charge has been eliminated by using neutrality at $\phi=0$. For $\phi>0$ both terms are negative, so $\rho<0$.

Inside the body, Gauss's law is $\varepsilon_s\phi''=-4\pi\rho(\phi)$, with $\varepsilon_s$ the body permittivity. Multiply by $\phi'$:

$$\frac{\varepsilon_s}{2}\frac{d}{dx}(\phi')^2=-4\pi\rho(\phi)\,\phi'.$$

Integrate from deep in the body, where $\phi=\phi'=0$, to a point where the potential is $\phi$. Since $F^2=(\phi')^2$,

$$F(\phi)^2=\frac{8\pi}{\varepsilon_s}\int_0^{\phi}\left[-\rho(u)\right]du. \tag{2}$$

For $\psi>0$ the potential falls on going into the body, so $F$ is the positive root. The field at the surface is $F(\psi)$. It is fixed once $\psi$ is known, and it grows with $\psi$ because the integrand is positive.

The inversion density is the excess of electrons over the bulk value, integrated over depth. Changing the variable from $x$ to $\phi$ with $dx=-d\phi/F$ gives

$$N_{\rm inv}(\psi)=\int_0^{\psi}\frac{n_0\left(e^{\phi/T}-1\right)}{F(\phi)}\,d\phi. \tag{3}$$

The integrand is positive and does not depend on $\psi$, which enters through the upper limit alone. Therefore $N_{\rm inv}$ increases steadily with $\psi$, and a chosen value of $N_{\rm inv}$ selects one surface potential $\psi_T$. By equation (2) it also selects one displacement entering the body, $D_T=\varepsilon_sF(\psi_T)$.

The fixed charge lies outside the body and appears in neither (2) nor (3). It can change the gate voltage needed to reach $\psi_T$, but not $\psi_T$ or $D_T$.

**The sheet changes the field in the insulator.** Apply Gauss's law to a thin box enclosing unit area of the sheet, whose density is $N$. The flux leaving on the body side minus the flux entering on the insulator side is

$$D_T-D_{\rm ins}=4\pi N,
\qquad\text{so}\qquad
D_{\rm ins}=D_T-4\pi N. \tag{4}$$

Part of the flux that enters the body now starts on the fixed charges, and less of it has to come from the gate.

**The voltages add up.** With no other charge in the insulator, $D_{\rm ins}$ has the same value in every layer, and the field in layer $i$ is $D_{\rm ins}/\varepsilon_i$. The potential drop from gate to body surface is the sum of field times thickness. Let $\Phi$ denote the part of the applied voltage that compensates the work-function difference. At threshold

$$V_T=\Phi+\psi_T+D_{\rm ins}\sum_i\frac{t_i}{\varepsilon_i}
=\Phi+\psi_T+(D_T-4\pi N)\frac{t}{3.9}, \tag{5}$$

where (1) and (4) were used in the last form. Subtracting the same expression with $N=0$ removes $\Phi$, $\psi_T$ and $D_T$:

$$\boxed{\Delta V_T=-\frac{4\pi N t}{3.9}} \tag{6}$$

In terms of the insulator capacitance per unit area, $C=3.9/(4\pi t)$, this is $\Delta V_T=-N/C$. The shift is linear in both $N$ and $t$. It vanishes for a very thin insulator, because the gate then needs hardly any voltage to supply the compensating flux.

The doping affects $V_T$ through $\psi_T$, $D_T$ and the work-function term $\Phi$, but all three are the same with and without the sheet, and they cancel. What must be held fixed is the state of the body that defines threshold. If the charge sits in traps whose occupation depends on the bias, $N$ in (6) is the charge present at threshold, since (5) is evaluated there.

**Numbers.** Since 1 cm is $10^8$ Å,

$$N=10^{12}\ \text{cm}^{-2}=10^{-4}\ \text{Å}^{-2},\qquad t=1\ \text{nm}=10\ \text{Å}.$$

In atomic units the product of two unit charges divided by a distance is an energy. To use eV and Å, each such product acquires the factor one hartree times one bohr, which is 14.3996 eV Å. The step in displacement at the sheet becomes

$$4\pi\times14.3996\times10^{-4}=0.018095\ \text{eV/Å},$$

and therefore

$$\Delta V_T=-0.018095\times\frac{10}{3.9}=-0.0464\ \text{eV per charge},$$

that is, $-46.4$ mV. This is the required result.

**A complete device as a check.** Equation (6) can be compared with a numerical solution of the nonlinear Poisson–Boltzmann equation through insulator and body, in which threshold is found by searching for the gate voltage and the formula is not used. The model body has permittivity 12, acceptor density $10^{-6}$ Å$^{-3}$, intrinsic density $10^{-14}$ Å$^{-3}$ and temperature 300 K. Threshold is set at $N_{\rm inv}=10^{-5}$ Å$^{-2}$, and $\Phi$ is set to zero because it cancels in the shift. The results, in eV per charge, are:

| Quantity at threshold | Without sheet | With sheet |
|---|---:|---:|
| Gate voltage | 1.1400 | 1.0936 |
| Surface potential | 0.9711 | 0.9711 |
| Insulator drop | 0.1689 | 0.1225 |

The surface potential is unchanged, and the whole shift of $-0.0464$ is found in the insulator drop, as (5) requires. The absolute voltages here and below carry a discretization error of up to about $6\times10^{-5}$ eV, enough to change the last digit: the converged surface potential is 0.9712, and the threshold 0.9353 quoted next converges to 0.9354. The shifts are not affected.

Reducing the acceptor density to $10^{-7}$ Å$^{-3}$, with $\Phi$ still set to zero, lowers the threshold without the sheet to 0.9353, yet the shift remains $-0.0464$. For a given gate metal $\Phi$ also changes with the doping, so the difference between the two thresholds is not the full effect of doping on $V_T$. Returning to the original doping and setting the threshold criterion at $10^{-6}$ Å$^{-2}$ gives a threshold of 1.0698 and again the same shift. Doubling the thickness doubles the shift to $-0.0928$.

**Where the assumptions enter.** If the gate is a doped semiconductor that can be depleted, equation (5) contains a further potential drop inside the gate. That drop depends on $D_{\rm ins}$, which the sheet changes, so it does not cancel and (6) is incomplete.

Quantum confinement changes the relation between $\psi$ and $N_{\rm inv}$, and hence $V_T$ itself. The subtraction leading to (6) still holds if the threshold condition selects the same $\psi_T$ and $D_T$ with and without the sheet. Equations (2) and (3) establish this for classical carriers; for confined carriers it is an additional assumption.

### (b) The p-channel device

In a p-channel device the body is n-type, and a negative gate voltage attracts holes. The argument about the body carries over with electrons and holes exchanged and the signs of $\phi$ and $F$ reversed. A chosen hole density again selects one $\psi_T$ and one $D_T$, both now negative.

Equations (4) and (5) made no use of the sign of $D_T$. The fixed charge is still positive, so (6) holds with the same sign:

$$\Delta V_T=-0.0464\ \text{eV per charge}.$$

The consequence for the device is the opposite. The n-channel threshold is positive in the model above, and the shift brings it closer to zero: positive charge helps the gate to attract electrons. In the corresponding p-channel model the threshold is negative, and the shift takes it further from zero: positive charge repels holes, and the gate must overcome this.

For the mirror-image model body, with donors in place of acceptors, the numerical threshold goes from $-1.1400$ to $-1.1864$ eV per charge. The n-channel device therefore turns on at a smaller gate voltage and the p-channel device at a larger one in magnitude. Where both types are used together and carry the same charge, the sheet makes their thresholds unequal in magnitude even if they were matched before.

### (c) A two-layer insulator

The sum in (1) for the given stack is

$$\frac{20}{15.6}+\frac{5}{3.9}=1.282+1.282=2.564\ \text{Å},$$

and multiplying by 3.9 gives $t=10$ Å. The stack is physically 25 Å thick but has the same equivalent thickness as before. For a sheet at the channel, (6) applies unchanged and the shift is $-0.0464$ eV per charge.

Now put the sheet at the boundary between the layers. The layer next to the channel has no charge on its body side, so its displacement is $D_T$. Gauss's law at the inner boundary gives $D_T-4\pi N$ in the layer next to the gate. With subscript 1 for the gate-side layer and 2 for the channel-side layer, the voltage balance is

$$V_T=\Phi+\psi_T+(D_T-4\pi N)\frac{t_1}{\varepsilon_1}+D_T\frac{t_2}{\varepsilon_2}.$$

Subtracting the case $N=0$ leaves

$$\Delta V_T=-4\pi N\frac{t_1}{\varepsilon_1}
=-0.018095\times\frac{20}{15.6}=-0.0232\ \text{eV per charge}. \tag{7}$$

Only the insulator between the gate and the charge contributes. This layer holds half of the equivalent thickness, so the shift is halved. The numerical solution gives $-0.0464$ and $-0.0232$ for the two positions.

In the limit where the sheet lies against the gate, no insulator remains between them and the shift is zero. The metal then screens the charge completely, and the body does not feel it. A measured threshold shift therefore does not determine the amount of charge unless its position is known. In this stack, $10^{-4}$ Å$^{-2}$ at the channel and $2\times10^{-4}$ Å$^{-2}$ at the inner boundary produce the same shift.

### (d) The surface potential at fixed gate voltage

The answer is no, because the body responds. Let $-Q(\psi)$ be the total charge per unit area in the body of the n-channel device, counting ionized acceptors and carriers. All flux entering the body ends on this charge, so the displacement at the surface is $4\pi Q(\psi)$. From (2), $Q$ increases with $\psi$ for $\psi>0$, the range considered here.

With $C=3.9/(4\pi t)$, the voltage balance at any gate voltage $V_G$ is

$$V_G=\Phi+\psi+\frac{Q(\psi)-N}{C}.$$

Let the surface potential be $\psi_0$ before the sheet is added and $\psi_1$ afterwards, at the same $V_G$. Equating the two balances gives

$$\psi_0+\frac{Q(\psi_0)}{C}=\psi_1+\frac{Q(\psi_1)-N}{C},$$

and rearranging gives

$$(\psi_1-\psi_0)+\frac{Q(\psi_1)-Q(\psi_0)}{C}=\frac{N}{C}. \tag{8}$$

Because $Q$ increases with $\psi$, the two terms on the left have the same sign. Their sum is positive, so both are positive, and

$$0<\psi_1-\psi_0<\frac{N}{C}=0.0464\ \text{eV per charge}.$$

For the model device held at its original threshold voltage, the numerical rise is 0.0327 eV per charge. The second term in (8) accounts for the remainder, $0.0464-0.0327=0.0137$ eV per charge. As a fraction of $N/C$ this is $0.0137/0.0464\approx0.30$. About 30% of the fixed charge is thus balanced by additional negative charge in the body, and the other 70% by a reduction of the positive charge on the gate. These figures belong to this bias point: with the threshold criterion at $10^{-6}$ Å$^{-2}$ the rise is 0.041 eV per charge and the share of the body about 12%. They also assume classical carriers. The surface field in the model is about 0.0055 eV/Å, at which the confinement energy of an electron of mass near the free value is about 0.1 eV, several times the thermal energy, so a silicon-like body would give different numbers within the same bounds.

The two numbers answer different questions. The value 0.0327 is the movement of the surface when the gate is left alone, and it depends on the body through $Q(\psi)$. The value 0.0464 is the gate correction that returns the body to its original state, and for that reason the properties of the body drop out of it.

### (e) Discrete charges

At $N=10^{-4}$ Å$^{-2}$ the typical spacing of the charges is $N^{-1/2}=100$ Å, ten times the equivalent thickness. From the channel, the charges do not look like a smooth sheet.

A simple model shows what survives. Let a medium of permittivity $\varepsilon=3.9$ fill the whole space beyond the gate, with no mobile carriers. Place one charge at distance $t$ from the gate. The metal is represented by an image charge $-1$ at distance $t$ behind its surface, hence $2t$ from the real charge. In the plane of the charge, at lateral distance $r$, the potential is

$$\phi(r)=\frac{1}{\varepsilon}\left(\frac1r-\frac{1}{\sqrt{r^2+4t^2}}\right).$$

Its integral over a disc of radius $R$ is

$$I(R)=\int_0^R\phi(r)\,2\pi r\,dr
=\frac{2\pi}{\varepsilon}\left(R+2t-\sqrt{R^2+4t^2}\right). \tag{9}$$

For large $R$,

$$R-\sqrt{R^2+4t^2}=-\frac{4t^2}{R+\sqrt{R^2+4t^2}}\to0,$$

so $I(\infty)=4\pi t/\varepsilon$. With $N$ charges per unit area, potentials add, and the lateral average is $4\pi Nt/\varepsilon=0.0464$ eV per charge. This is the magnitude of (6). In this linear model without carriers, the uniform-sheet result therefore gives the correct average potential for any arrangement of the charges over a large area. In a real device the carriers respond to the charges, as in part (d), and because their response is nonlinear the average potential can depend on the arrangement.

In this uniform medium the average is very unevenly distributed. Half of $I(\infty)$ is collected within the radius at which the bracket in (9) equals $t$:

$$R+t=\sqrt{R^2+4t^2}.$$

Squaring and cancelling $R^2$ gives $2Rt+t^2=4t^2$, so $R=1.5\,t=15$ Å. Discs of this radius around all the charges, if they do not overlap, cover a fraction $\pi(15)^2\times10^{-4}=0.071$ of the area. The potential of the other charges inside each disc is also positive, so at least half of the average potential comes from about 7% of the interface. In a real device the body has a different permittivity and its carriers screen the charges, so these figures apply only to the uniform medium. A body of higher permittivity spreads the potential of each charge further along the interface, and the average is then much less concentrated. For a carrier-free body of permittivity 12 under the 10 Å insulator, the radius holding half of $I(\infty)$ grows to about 37 Å, and $\pi R^2N$ to about 0.44. For the stack of part (c) the radius is about 40 Å, so the equivalent thickness fixes the average but not the lateral profile.

In the linear model, a change of gate voltage shifts the potential by the same amount everywhere in the plane of the charges. It can cancel their average potential but not the local peaks. In a real device the carriers also respond unevenly. The current at a given gate voltage then depends on where the charges lie relative to the paths the carriers take, and a threshold defined through the current need not move by exactly 46 mV.

The number of charges matters as well. A channel of 1000 Å by 1000 Å contains 100 of them on average. If they are placed independently at random, the standard deviation of their number is $\sqrt{100}=10$, or 10% of the mean. Counting alone then gives a variation between devices of about 0.005 eV per charge. The potential averaged over the channel varies somewhat less, by about 0.004 eV per charge in the linear model, because part of the potential of each charge falls outside the channel. A channel of 100 Å by 100 Å contains one charge on average, and some such devices contain none. For them, $-46$ mV is not the threshold shift of each device. In the linear model above it is the gate correction that cancels the potential of the charges averaged over many devices, provided that charges of the same average density also surround each channel.

## Calculated quantities

```
Fixed charge density N: 1.0e-04 angstrom^-2
Equivalent oxide thickness t: 10.0 angstrom
Reference permittivity: 3.9 (no unit)
Hartree times bohr = e^2/(4 pi eps0): 14.3996 eV angstrom
4 pi K N (displacement step): 0.018095 eV/angstrom
Threshold shift, formula: -0.04640 eV per charge
Threshold shift, converted: -46.4 mV
Model device:
  body permittivity: 12.0 (no unit)
  acceptor density: 1.0e-06 angstrom^-3
  intrinsic density: 1.0e-14 angstrom^-3
  thermal energy at 300 K: 0.02585 eV
  inversion density at threshold: 1.0e-05 angstrom^-2
  threshold without fixed charge: 1.13997 eV per charge
  threshold with fixed charge: 1.09357 eV per charge
  surface potential at threshold, without: 0.97111 eV per charge
  surface potential at threshold, with: 0.97111 eV per charge
  insulator drop at threshold, without: 0.16886 eV per charge
  insulator drop at threshold, with: 0.12246 eV per charge
  surface rise at fixed gate voltage: 0.03271 eV per charge
Threshold without charge, with charge, and shift (eV per charge):
  reference n-channel: 1.13997, 1.09357, -0.04640
  doping 1e-7 angstrom^-3: 0.93534, 0.88894, -0.04640
  criterion 1e-6 angstrom^-2: 1.06976, 1.02336, -0.04640
  doubled thickness: 1.30883, 1.21604, -0.09280
  p-channel: -1.13997, -1.18637, -0.04640
  two-layer stack: 1.13997, 1.09357, -0.04640
  stack, charge at inner face: 1.13997, 1.11677, -0.02320
Stack layers, gate side first (thickness in angstrom, permittivity):
  20.0, 15.6
  5.0, 3.9
Equivalent thickness of the stack: 10.0 angstrom
Equivalent thickness, gate to inner face: 5.0 angstrom
Discrete charges, uniform-dielectric image model:
  lateral average potential: 0.04640 eV per charge
  mean spacing N^(-1/2): 100.0 angstrom
  radius holding half of the average: 15.0 angstrom
  area fraction of such discs: 0.071 (no unit)
```
